# How Large Is Two-Electron Picture Change in Helium-Like Ions?: verification in Python

```python
# Result under test: for a 1s^2 ion, one-electron X2C with an untransformed
# Coulomb repulsion lies above Dirac-Coulomb Hartree-Fock by about
#     Z^3/(8 c^2)   (atomic units),
# the leading form of (pi/c^2) <delta(r12)>.
# Z: nuclear charge (point nucleus), c: speed of light, J: 1s-1s repulsion,
# X: small/large component ratio matrix, R: renormalization matrix.
# Basis: s Gaussians; small components are (sigma.p/2c) times the same functions.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc, gamma as gamma_function
from pyscf import gto, scf

C_LIGHT = 1.0 / const.fine_structure
EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10


def even_tempered(Z, lowest=0.02, ratio=2.2, count=21):
    return lowest * Z**2 * ratio ** np.arange(count)


def sym_power(matrix, power):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * values**power) @ vectors.T


class Ion:
    """Integrals and Hartree-Fock energies of a 1s^2 ion."""

    def __init__(self, Z, c=C_LIGHT, exponents=None):
        a = even_tempered(Z) if exponents is None else exponents
        self.Z, self.c, self.n = Z, c, len(a)
        norm = (2 * a / np.pi) ** 0.75
        nn = np.outer(norm, norm)
        ab = np.outer(a, a)
        p = a[:, None] + a[None, :]
        self.S = nn * (np.pi / p) ** 1.5
        self.T = 3 * ab / p * self.S
        self.V = -Z * nn * 2 * np.pi / p
        self.W = -Z * nn * 8 * np.pi * ab / p**2
        # Repulsion of pair densities exp(-P r^2), exp(-Q r^2); a factor r^2
        # in a density is minus the derivative with respect to its exponent.
        P, Q = p.reshape(-1, 1), p.reshape(1, -1)
        s = P + Q
        k = 2 * np.pi**2.5
        large = nn.reshape(-1)
        small = (nn * ab).reshape(-1) / c**2
        self.LL = np.outer(large, large) * k / (P * Q * np.sqrt(s))
        self.SL = np.outer(small, large) * k / Q * (
            1 / (P**2 * np.sqrt(s)) + 1 / (2 * P * s**1.5))
        self.SS = np.outer(small, small) * k * (
            1 / (P**2 * Q**2 * np.sqrt(s)) + 0.5 / (P**2 * Q * s**1.5)
            + 0.5 / (P * Q**2 * s**1.5) + 0.75 / (P * Q * s**2.5))
        self.contact = np.outer(large, large) * (np.pi / s) ** 1.5
        zero = np.zeros_like(self.S)
        self.D = np.block([[self.V, self.T],
                           [self.T, self.W / (4 * c**2) - self.T]])
        self.M = np.block([[self.S, zero], [zero, self.T / (2 * c**2)]])
        self.decouple()

    def decouple(self):
        n = self.n
        values, vectors = eigh(self.D, self.M)
        self.dirac_1s = values[n]
        self.bare4 = vectors[:, n]
        A, B = vectors[:n, n:], vectors[n:, n:]
        X = np.linalg.solve(A.T, B.T).T
        S_tilde = self.S + X.T @ self.T @ X / (2 * self.c**2)
        half, inv_half = sym_power(self.S, 0.5), sym_power(self.S, -0.5)
        R = inv_half @ sym_power(inv_half @ S_tilde @ inv_half, -0.5) @ half
        self.U = np.vstack([R, X @ R])
        self.h_x2c = self.U.T @ self.D @ self.U
        self.h_x2c = 0.5 * (self.h_x2c + self.h_x2c.T)
        values, vectors = eigh(self.h_x2c, self.S)
        self.x2c_1s, self.bare2 = values[0], vectors[:, 0]

    def J2(self, v):
        return (self.LL @ np.outer(v, v).reshape(-1)).reshape(self.n, self.n)

    def J4(self, v):
        n = self.n
        dl = np.outer(v[:n], v[:n]).reshape(-1)
        ds = np.outer(v[n:], v[n:]).reshape(-1)
        out = np.zeros((2 * n, 2 * n))
        out[:n, :n] = (self.LL @ dl + self.SL.T @ ds).reshape(n, n)
        out[n:, n:] = (self.SL @ dl + self.SS @ ds).reshape(n, n)
        return out

    def J_transformed(self, v):
        return self.U.T @ self.J4(self.U @ v) @ self.U

    def hartree_fock(self, h, metric, repulsion, index):
        v = eigh(h, metric)[1][:, index]
        for _ in range(40):
            fock = h + repulsion(v)
            v = eigh(0.5 * (fock + fock.T), metric)[1][:, index]
        return 2 * v @ h @ v + v @ repulsion(v) @ v, v

    def energy_dc(self):
        return self.hartree_fock(self.D, self.M, self.J4, self.n)[0]

    def energy_x2c(self):
        return self.hartree_fock(self.h_x2c, self.S, self.J2, 0)[0]

    def energy_transformed(self):
        return self.hartree_fock(self.h_x2c, self.S, self.J_transformed, 0)[0]

    def contact_hf(self):
        v = self.hartree_fock(self.T + self.V, self.S, self.J2, 0)[1]
        d = np.outer(v, v).reshape(-1)
        return d @ self.contact @ d

    def bare_repulsions(self):
        return (self.bare2 @ self.J2(self.bare2) @ self.bare2,
                self.bare4 @ self.J4(self.bare4) @ self.bare4)

    def estimate(self):
        return self.Z**3 / (8 * self.c**2)

    def relativistic_factor(self):
        j2, j4 = self.bare_repulsions()
        return (j2 - j4) / self.estimate()


# Transformed potential for one electron in the field of a 1s density (Z = 1):
# <sigma.p W sigma.p - {p^2, W}/2>/4 must equal -1/16, half of -1/8.
r = sp.symbols('r', positive=True)
phi = sp.exp(-r) / sp.sqrt(sp.pi)
field = (1 - sp.exp(-2 * r) * (1 + r)) / r
lap_phi = sp.diff(phi, r, 2) + 2 * sp.diff(phi, r) / r
integrand = sp.expand((sp.diff(phi, r)**2 + phi * lap_phi)
                      * field * 4 * sp.pi * r**2 / 4)
one_electron_shift = sp.integrate(integrand, (r, 0, sp.oo))
contact_exact = sp.integrate(phi**4 * 4 * sp.pi * r**2, (r, 0, sp.oo))
assert sp.simplify(2 * one_electron_shift + sp.pi * contact_exact) == 0
assert sp.simplify(sp.pi * contact_exact - sp.Rational(1, 8)) == 0

# Main ion: helium-like silicon.
Z = 14
ion = Ion(Z)
gam = np.sqrt(1 - (Z / C_LIGHT)**2)
dirac_exact = C_LIGHT**2 * (gam - 1)
assert abs(ion.dirac_1s / dirac_exact - 1) < 1e-5      # finite basis
assert abs(ion.x2c_1s - ion.dirac_1s) < 1e-6           # exact decoupling

# Four-component repulsion against quadrature with the Dirac 1s density.
order = 2 * gam + 1
J_quad = 4 * Z * quad(lambda x: x**(2 * gam - 1) * np.exp(-x)
                      * gammainc(order, x), 0, 60, limit=200)[0]
J_quad /= gamma_function(order)
J_x2c, J_dirac = ion.bare_repulsions()
assert abs(J_dirac / J_quad - 1) < 2e-5                # finite basis

# Independent program: full spinor Dirac-Hartree-Fock and spin-free X2C.
small_basis = even_tempered(Z, lowest=0.05, ratio=3.0, count=12)
small_ion = Ion(Z, exponents=small_basis)
mol = gto.M(atom='Si 0 0 0', charge=Z - 2, spin=0, verbose=0,
            basis={'Si': [[0, [float(e), 1.0]] for e in small_basis]})
mf4 = scf.DHF(mol)
mf4.init_guess, mf4.conv_tol = '1e', 1e-9
E4_pyscf = mf4.kernel()
mf2 = scf.RHF(mol).sfx2c1e()
mf2.init_guess, mf2.conv_tol = '1e', 1e-10
E2_pyscf = mf2.kernel()
dev4 = abs(E4_pyscf - small_ion.energy_dc())
dev2 = abs(E2_pyscf - small_ion.energy_x2c())
assert dev4 < 5e-6 and dev2 < 5e-6

# Small Z/c: the relativistic factor must go to one.
factor_small = Ion(1, c=50.0).relativistic_factor()
assert abs(factor_small - 1) < 0.01

# Table of full Hartree-Fock differences.
rows = []
for z in (2, 14, 30, 50, 80):
    q = Ion(z)
    e_dc, e_x2c, e_tr = q.energy_dc(), q.energy_x2c(), q.energy_transformed()
    diff = e_x2c - e_dc
    screen = (1 - 5 / (16 * z))**3
    factor = q.relativistic_factor()
    hf_contact = np.pi * q.contact_hf() / C_LIGHT**2
    rows.append((z, e_dc, e_x2c, e_tr, diff, q.estimate(), screen, factor,
                 hf_contact))
    assert diff > 0
    assert abs(hf_contact / (q.estimate() * screen) - 1) < 0.03
    assert abs(diff / (q.estimate() * screen * factor) - 1) < 0.03
    assert abs(e_tr - e_dc) < 0.01 * diff
helium, silicon = rows[0], rows[1]
assert abs(helium[4] / helium[8] - 1) < 0.01           # contact formula
assert abs(silicon[4] / silicon[5] - 1) < 0.2          # simple estimate

# Finer basis for the silicon ion.
fine = Ion(Z, exponents=even_tempered(Z, ratio=1.9, count=25))
diff_fine = fine.energy_x2c() - fine.energy_dc()
assert abs(diff_fine / silicon[4] - 1) < 0.002

# Remainder after transforming 1/r12: second order in the mean-field force.
force2 = quad(lambda x: 4 * x**2 * np.exp(-2 * x)
              * (gammainc(3, 2 * x) / x**2)**2, 0, 40, limit=200)[0]
mid = Ion(20)
remainder = mid.energy_transformed() - mid.energy_dc()
remainder_formula = -force2 * 20**4 / (4 * C_LIGHT**4)
assert remainder < 0
# Screening and higher powers of Z/c are absent from the formula.
assert abs(remainder / remainder_formula - 1) < 0.3

print(f"speed of light c = {C_LIGHT:.6f} a.u.")
print(f"Hartree energy = {EV:.6f} eV")
print(f"estimate per Z^3, 1/(8c^2) = {EV / (8 * C_LIGHT**2):.5e} eV")
print(f"one-electron shift (Z=1) = {one_electron_shift} /c^2 a.u.")
print(f"pi*<delta(r12)> (Z=1) = {sp.pi * contact_exact} a.u.")
print("Helium-like silicon ion, Z = 14, point nucleus")
print(f"1s radius 1/Z = {BOHR / Z:.5f} angstrom")
print(f"Z/c = {Z / C_LIGHT:.5f}")
print(f"Dirac 1s energy, formula = {dirac_exact * EV:.4f} eV")
print(f"Dirac 1s energy, basis = {ion.dirac_1s * EV:.4f} eV")
print(f"X2C 1s energy, basis = {ion.x2c_1s * EV:.4f} eV")
print(f"bare J nonrelativistic 5Z/8 = {0.625 * Z * EV:.4f} eV")
print(f"bare J four-component = {J_dirac * EV:.4f} eV")
print(f"bare J by quadrature = {J_quad * EV:.4f} eV")
print(f"bare J X2C untransformed = {J_x2c * EV:.4f} eV")
print(f"bare J difference = {(J_x2c - J_dirac) * EV:.4f} eV")
print(f"E(DC-HF) = {silicon[1] * EV:.4f} eV")
print(f"E(X2C-HF) = {silicon[2] * EV:.4f} eV")
print(f"E(X2C-HF) - E(DC-HF) = {silicon[4] * EV:.4f} eV")
print(f"same, finer basis = {diff_fine * EV:.4f} eV")
print(f"estimate Z^3/(8c^2) = {silicon[5] * EV:.4f} eV")
print(f"HF contact estimate = {silicon[8] * EV:.4f} eV")
print(f"screening factor = {silicon[6]:.4f}")
print(f"relativistic factor f = {silicon[7]:.4f}")
print(f"estimate*screening*f = "
      f"{silicon[5] * silicon[6] * silicon[7] * EV:.4f} eV")
print(f"E(1/r12 transformed) - E(DC-HF) = "
      f"{(silicon[3] - silicon[1]) * EV:.2e} eV")
print(f"pyscf deviation, DC-HF = {dev4 * EV:.1e} eV")
print(f"pyscf deviation, X2C-HF = {dev2 * EV:.1e} eV")
print(f"f at Z/c = 0.02: {factor_small:.5f}")
print(f"<|grad W|^2>/Z^4 = {force2:.5f} a.u.")
print(f"Z=20 remainder, computed = {remainder * EV:.3e} eV")
print(f"Z=20 remainder, formula = {remainder_formula * EV:.3e} eV")
print("Table: X2C-DC (eV), Z^3/8c^2 (eV), HF contact (eV),")
print("       ratio of first two, screening, f, screening*f")
for z, _, _, _, diff, est, screen, factor, hf_contact in rows:
    print(f"Z={z:2d} {diff * EV:10.5f} {est * EV:10.5f} "
          f"{hf_contact * EV:10.5f} {diff / est:7.4f} {screen:7.4f} "
          f"{factor:7.4f} {screen * factor:7.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
speed of light c = 137.035999 a.u.
Hartree energy = 27.211386 eV
estimate per Z^3, 1/(8c^2) = 1.81130e-04 eV
one-electron shift (Z=1) = -1/16 /c^2 a.u.
pi*<delta(r12)> (Z=1) = 1/8 a.u.
Helium-like silicon ion, Z = 14, point nucleus
1s radius 1/Z = 0.03780 angstrom
Z/c = 0.10216
Dirac 1s energy, formula = -2673.7107 eV
Dirac 1s energy, basis = -2673.7104 eV
X2C 1s energy, basis = -2673.7104 eV
bare J nonrelativistic 5Z/8 = 238.0996 eV
bare J four-component = 239.0207 eV
bare J by quadrature = 239.0208 eV
bare J X2C untransformed = 239.5165 eV
bare J difference = 0.4958 eV
E(DC-HF) = -5111.4497 eV
E(X2C-HF) = -5110.9868 eV
E(X2C-HF) - E(DC-HF) = 0.4629 eV
same, finer basis = 0.4629 eV
estimate Z^3/(8c^2) = 0.4970 eV
HF contact estimate = 0.4641 eV
screening factor = 0.9345
relativistic factor f = 0.9975
estimate*screening*f = 0.4633 eV
E(1/r12 transformed) - E(DC-HF) = -4.48e-05 eV
pyscf deviation, DC-HF = 9.7e-08 eV
pyscf deviation, X2C-HF = 9.4e-08 eV
f at Z/c = 0.02: 0.99987
<|grad W|^2>/Z^4 = 0.06891 a.u.
Z=20 remainder, computed = -1.853e-04 eV
Z=20 remainder, formula = -2.127e-04 eV
Table: X2C-DC (eV), Z^3/8c^2 (eV), HF contact (eV),
       ratio of first two, screening, f, screening*f
Z= 2    0.00087    0.00145    0.00087  0.5987  0.6007  0.9999  0.6006
Z=14    0.46292    0.49702    0.46414  0.9314  0.9345  0.9975  0.9322
Z=30    4.72384    4.89052    4.73763  0.9659  0.9691  0.9975  0.9667
Z=50   22.68588   22.64130   22.21475  1.0020  0.9814  1.0222  1.0032
Z=80  107.02044   92.73876   91.64413  1.1540  0.9883  1.1704  1.1568
ALL CHECKS PASSED
```
